# Gate Capacitance of a Thin Channel with a Finite Density of States: a program that tests the result

```python
"""Gate capacitance of a thin channel under an insulator.

Result under test: 1/C_gate = 1/C_ox + 1/C_q, where
  C_ox = 3.9 eps0 / t_eq   insulator capacitance per area,
  t_eq                     equivalent oxide thickness,
  C_q  = e^2 dn/dmu        quantum capacitance per area,
  n, mu                    electron density, chemical potential from band edge.
Potentials: V = gate voltage from the zero-temperature filling threshold,
phi = mu/e = channel potential, Q = e n = charge per area, V = phi + Q/C_ox.
Units: capacitance uF/cm^2, charge uC/cm^2, length nm, potential V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

TO_UF_CM2 = 100.0            # 1 F/m^2 = 100 uF/cm^2
KAPPA_OXIDE = 3.9
t_eq = 1.0
c_q_full = 67.0

c_ox = KAPPA_OXIDE * const.epsilon_0 / (t_eq * 1e-9) * TO_UF_CM2


def series(c_a, c_b):
    return c_a * c_b / (c_a + c_b)


c_gate = series(c_ox, c_q_full)
fraction = c_ox / (c_ox + c_q_full)
added_nm = KAPPA_OXIDE * const.epsilon_0 / (c_q_full / TO_UF_CM2) * 1e9


def poisson_capacitance(thicknesses_nm, kappas, cells=30):
    """Charge per volt from a discretized Poisson equation."""
    widths = np.repeat(np.array(thicknesses_nm) / cells, cells) * 1e-9
    links = const.epsilon_0 * np.repeat(kappas, cells) / widths
    size = len(links) - 1    # interior nodes; ends held at 1 V and 0 V
    matrix = (np.diag(links[:-1] + links[1:])
              - np.diag(links[1:-1], 1) - np.diag(links[1:-1], -1))
    source = np.zeros(size)
    source[0] = links[0]
    potential = np.linalg.solve(matrix, source)
    return links[0] * (1.0 - potential[0]) * TO_UF_CM2


# Two different layers with a total equivalent thickness of 1 nm
kappa_high = 20.0
t_low = 0.3
t_high = 0.7 * kappa_high / KAPPA_OXIDE
c_stack = poisson_capacitance([t_high, t_low], [kappa_high, KAPPA_OXIDE])
assert abs(c_stack / c_ox - 1) < 1e-9

# Density of states: formula against counted plane waves in a periodic box
c_q_band = (const.e**2 * const.m_e / (np.pi * const.hbar**2)) * TO_UF_CM2
box = 1e-6
energy = 0.1 * const.e
radius = np.sqrt(2 * const.m_e * energy) / const.hbar * box / (2 * np.pi)
index = np.arange(-int(radius) - 1, int(radius) + 2)
inside = np.count_nonzero(index[:, None]**2 + index[None, :]**2 < radius**2)
c_q_count = const.e**2 * 2 * inside / (box**2 * energy) * TO_UF_CM2
# tolerance: discrete points near the edge of the counted circle
assert abs(c_q_count / c_q_band - 1) < 2e-3


def charge(phi, temperature):
    """Channel charge by quadrature of the Fermi function over the band."""
    kt = const.k * temperature / const.e
    split = max(phi, 0.0)

    def occupation(e_kin):
        return expit((phi - e_kin) / kt)

    low = quad(occupation, 0.0, split, epsabs=1e-13, epsrel=1e-11)[0]
    high = quad(occupation, split, split + 40 * kt,
                epsabs=1e-13, epsrel=1e-11)[0]
    return c_q_full * (low + high)


def channel_potential(v_gate, temperature):
    return brentq(lambda phi: phi + charge(phi, temperature) / c_ox - v_gate,
                  -0.3, max(v_gate, 0.0) + 0.01, xtol=1e-14)


def numerical_slopes(v_gate, temperature, step=1e-4):
    """Finite-difference dQ/dV and dphi/dV of the self-consistent solution."""
    up = channel_potential(v_gate + step, temperature)
    down = channel_potential(v_gate - step, temperature)
    dq = charge(up, temperature) - charge(down, temperature)
    return dq / (2 * step), (up - down) / (2 * step)


# Degenerate channel: constant quantum capacitance
slope_cold, fraction_cold = numerical_slopes(0.5, 10.0)
assert abs(slope_cold / c_gate - 1) < 1e-6
assert abs(fraction_cold / fraction - 1) < 1e-6
c_thicker = poisson_capacitance([t_eq + added_nm], [KAPPA_OXIDE])
assert abs(c_thicker / slope_cold - 1) < 1e-6

# Finite temperature: closed forms against quadrature and numerical slope
rows = []
for temperature, v_gate in [(10.0, 0.5), (300.0, 0.5), (300.0, 0.1),
                            (300.0, 0.0), (300.0, -0.1)]:
    kt = const.k * temperature / const.e
    phi = channel_potential(v_gate, temperature)
    q = charge(phi, temperature)
    q_closed = c_q_full * kt * np.logaddexp(0.0, phi / kt)
    assert abs(q_closed / q - 1) < 1e-8
    c_q = c_q_full * expit(phi / kt)
    c_total = series(c_ox, c_q)
    slope = numerical_slopes(v_gate, temperature)[0]
    # tolerance: second-order error of the finite difference
    assert abs(slope / c_total - 1) < 1e-5
    rows.append((temperature, v_gate, phi, q * 1e-6 / const.e, c_q, c_total))

atomic_unit = (4 * np.pi * const.epsilon_0
               / const.physical_constants["Bohr radius"][0]) * TO_UF_CM2

print(f"vacuum permittivity = {const.epsilon_0:.4e} F/m")
print(f"oxide relative permittivity = {KAPPA_OXIDE:.1f}")
print(f"equivalent oxide thickness = {t_eq:.1f} nm")
print(f"oxide capacitance C_ox = {c_ox:.3f} uF/cm^2")
print(f"given quantum capacitance C_q = {c_q_full:.1f} uF/cm^2")
print(f"1/C_ox = {1 / c_ox:.4f} cm^2/uF")
print(f"1/C_q = {1 / c_q_full:.4f} cm^2/uF")
print(f"sum of inverses = {1 / c_ox + 1 / c_q_full:.4f} cm^2/uF")
print(f"gate capacitance C_gate = {c_gate:.3f} uF/cm^2")
print(f"C_gate, two figures = {c_gate:.1f} uF/cm^2")
print(f"C_gate in atomic units = {c_gate / atomic_unit:.4f} e^2/(Eh a0^2)")
print(f"numerical dQ/dV at 10 K, 0.5 V = {slope_cold:.3f} uF/cm^2")
print(f"loss relative to C_ox = {100 * (1 - c_gate / c_ox):.1f} percent")
print(f"fraction dphi/dV = {fraction:.4f} (no unit)")
print(f"added oxide thickness = {added_nm:.4f} nm")
print(f"wrong parallel sum = {c_ox + c_q_full:.1f} uF/cm^2")
print(f"two-layer test: high-k permittivity = {kappa_high:.1f}")
print(f"two-layer test: high-k thickness = {t_high:.2f} nm")
print(f"two-layer test: oxide thickness = {t_low:.1f} nm")
print(f"two-layer test: Poisson capacitance = {c_stack:.3f} uF/cm^2")
print(f"e^2 m_e/(pi hbar^2) = {c_q_band:.2f} uF/cm^2")
print(f"same from counted states = {c_q_count:.2f} uF/cm^2")
print(f"kT/e at 300 K = {1000 * const.k * 300 / const.e:.2f} mV")
for temperature, v_gate, phi, density, c_q, c_total in rows:
    print(f"T = {temperature:.0f} K, V = {v_gate:.1f} V: "
          f"phi = {1000 * phi:.2f} mV, n = {density:.3e} cm^-2,")
    print(f"    C_q = {c_q:.2f} uF/cm^2, C_gate = {c_total:.3f} uF/cm^2")
print("tests ok")
```

Printed output:

```
vacuum permittivity = 8.8542e-12 F/m
oxide relative permittivity = 3.9
equivalent oxide thickness = 1.0 nm
oxide capacitance C_ox = 3.453 uF/cm^2
given quantum capacitance C_q = 67.0 uF/cm^2
1/C_ox = 0.2896 cm^2/uF
1/C_q = 0.0149 cm^2/uF
sum of inverses = 0.3045 cm^2/uF
gate capacitance C_gate = 3.284 uF/cm^2
C_gate, two figures = 3.3 uF/cm^2
C_gate in atomic units = 0.0156 e^2/(Eh a0^2)
numerical dQ/dV at 10 K, 0.5 V = 3.284 uF/cm^2
loss relative to C_ox = 4.9 percent
fraction dphi/dV = 0.0490 (no unit)
added oxide thickness = 0.0515 nm
wrong parallel sum = 70.5 uF/cm^2
two-layer test: high-k permittivity = 20.0
two-layer test: high-k thickness = 3.59 nm
two-layer test: oxide thickness = 0.3 nm
two-layer test: Poisson capacitance = 3.453 uF/cm^2
e^2 m_e/(pi hbar^2) = 66.93 uF/cm^2
same from counted states = 66.92 uF/cm^2
kT/e at 300 K = 25.85 mV
T = 10 K, V = 0.5 V: phi = 24.51 mV, n = 1.025e+13 cm^-2,
    C_q = 67.00 uF/cm^2, C_gate = 3.284 uF/cm^2
T = 300 K, V = 0.5 V: phi = 12.81 mV, n = 1.050e+13 cm^-2,
    C_q = 41.63 uF/cm^2, C_gate = 3.189 uF/cm^2
T = 300 K, V = 0.1 V: phi = -31.21 mV, n = 2.828e+12 cm^-2,
    C_q = 15.42 uF/cm^2, C_gate = 2.821 uF/cm^2
T = 300 K, V = 0.0 V: phi = -55.48 mV, n = 1.196e+12 cm^-2,
    C_q = 7.02 uF/cm^2, C_gate = 2.314 uF/cm^2
T = 300 K, V = -0.1 V: phi = -107.72 mV, n = 1.663e+11 cm^-2,
    C_q = 1.02 uF/cm^2, C_gate = 0.789 uF/cm^2
tests ok
```
